\section*{Phonon linewidths, Allen's formula and the double delta at small q}

\section{Phonon linewidth and electron--phonon coupling}

\subsection{What dimensions fix}

A phonon in a metal can decay by lifting electrons across the Fermi level; only this part of its linewidth is treated here. The same matrix elements set the coupling $\lambda_q$, the share of the wavevector $q$ in the electron--phonon coupling constant. Hartree atomic units are used, with $\hbar=m=1$, and $T$ stands for $k_BT$.

Let $g$ be the electron--phonon matrix element, an energy, and $\omega$ the phonon frequency. To lowest order both the linewidth $\gamma_q$ and $\lambda_q$ are proportional to $g^2$. If both are governed by pairs of states on the Fermi surface, both are also proportional to
\begin{equation}
S_q=\big\langle \delta(\varepsilon_k-E_F)\,\delta(\varepsilon_{k+q}-E_F)\big\rangle_k ,
\label{S}
\end{equation}
where $\langle\cdots\rangle_k=N_c^{-1}\sum_k$ is the average over the $N_c$ wavevectors of the zone, for one spin. $S_q$ has dimension energy$^{-2}$, so $g^2S_q$ is a pure number. A width is an energy, so one energy must multiply $g^2S_q$. Dimensions do not say which; it is $\omega$, because absorption and emission cancel except for a net number of electrons proportional to $\omega$, as shown below. Hence $\gamma_q\propto\omega g^2S_q$. The coupling is a pure number and an average over Fermi-surface electrons, which brings a factor $1/N_F$, an energy. The energy that must divide it is again $\omega$, the cost of a virtual phonon; hence $\lambda_q\propto g^2S_q/(N_F\omega)$. Dividing,
\begin{equation}
\lambda_q=C\,\frac{\gamma_q}{N_F\,\omega^2}.
\label{dim}
\end{equation}
Two things remain open. The number $C$ depends on what is called the width and on how spins are counted. And the premise that Fermi-surface pairs govern the width is not a matter of dimensions: $\gamma_q/(\omega g^2S_q)$ may still depend on pure numbers, above all on $\omega/(v_Fq)$, with $v_F$ the Fermi velocity. When $\omega/(v_Fq)$ exceeds one, the premise fails.

\subsection{The golden-rule width}

The coupling term of the Hamiltonian is
\begin{equation}
H'=\frac{g}{\sqrt{N_c}}\sum_{kq\sigma}c^\dagger_{k+q,\sigma}c_{k\sigma}\,(b_q+b^\dagger_{-q}),
\end{equation}
with constant $g$ and one phonon branch of given frequency $\omega$. Let $n$ be the occupation of mode $q$, and write $f=f(\varepsilon_k)$, $f'=f(\varepsilon_{k+q})$. Absorption takes an electron from $k$ to $k+q$ at a rate proportional to $f(1-f')\,n$. Emission takes it back at a rate proportional to $f'(1-f)(n+1)$. Both conserve energy when $\varepsilon_{k+q}-\varepsilon_k=\omega$. With the golden-rule factor $2\pi$ and a factor 2 for spin,
\begin{equation}
\dot n=-4\pi g^2\big\langle[f(1-f')n-f'(1-f)(n+1)]\,\delta(\varepsilon_{k+q}-\varepsilon_k-\omega)\big\rangle_k .
\end{equation}
The products $ff'n$ cancel, and the bracket becomes $(f-f')n-f'(1-f)$. The second term does not contain $n$; it is the spontaneous emission that maintains the thermal occupation. The coefficient of $-n$ is the decay rate:
\begin{equation}
\gamma_q=4\pi g^2\big\langle(f_k-f_{k+q})\,\delta(\varepsilon_{k+q}-\varepsilon_k-\omega)\big\rangle_k .
\label{golden}
\end{equation}

An excess phonon number falls as $e^{-\gamma t}$, so the amplitude falls as $e^{-\gamma t/2}$. The Fourier transform of $e^{-i\omega t-\gamma |t|/2}$ is a Lorentzian proportional to $1/[(E-\omega)^2+\gamma^2/4]$, which drops to half its peak at $E-\omega=\pm\gamma/2$. Thus $\gamma_q$ in (\ref{golden}) is the full width at half maximum.

\subsection{Two replacements and Allen's formula}

Two separate steps lead from (\ref{golden}) to a double delta.

\emph{Replacement (a): the occupations.} Energy conservation turns the difference into $f(\varepsilon)-f(\varepsilon+\omega)$. Its integral over energy is
\begin{equation}
\int d\varepsilon\,[f(\varepsilon)-f(\varepsilon+\omega)]
=\int_0^\omega dx\int d\varepsilon\,\Big[-\frac{\partial f(\varepsilon+x)}{\partial\varepsilon}\Big]=\omega ,
\label{area}
\end{equation}
because the inner integral is one for every $x$. The function is a window near $E_F$, as wide as the larger of $\omega$ and a few $T$. If the rest of the integrand hardly changes across it,
\begin{equation}
f_k-f_{k+q}\;\to\;\omega\,\delta(\varepsilon_k-E_F).
\label{repa}
\end{equation}

\emph{Replacement (b): energy conservation.} The phonon energy is dropped from the other delta function:
\begin{equation}
\delta(\varepsilon_{k+q}-\varepsilon_k-\omega)\;\to\;\delta(\varepsilon_{k+q}-\varepsilon_k).
\label{repb}
\end{equation}
Together with $\delta(\varepsilon_k-E_F)$ this sets $\varepsilon_{k+q}=E_F$. The order matters: if (b) were made first, the two states would have equal energies, $f_k-f_{k+q}$ would vanish, and no width would be left. With (a) and then (b), equation (\ref{golden}) becomes the double-delta width
\begin{equation}
\gamma_q^{dd}=4\pi\,\omega\,g^2S_q .
\label{gdd}
\end{equation}

The coupling constant is $\lambda=2\int d\Omega\,\alpha^2F(\Omega)/\Omega$, where
\begin{equation}
\alpha^2F(\Omega)=\frac{1}{N_F}\frac1{N_c}\sum_q g^2S_q\,\delta(\Omega-\omega)
\end{equation}
and $N_F$ is the density of states per cell for \emph{one} spin. The integral replaces $\Omega$ by $\omega$, so $\lambda=N_c^{-1}\sum_q\lambda_q^{dd}$ with
\begin{equation}
\lambda_q^{dd}=\frac{2g^2S_q}{N_F\,\omega}.
\label{ldd}
\end{equation}
From (\ref{gdd}), $g^2S_q=\gamma_q^{dd}/(4\pi\omega)$. Inserting this in (\ref{ldd}),
\begin{equation}
\lambda_q^{dd}=\frac{2}{N_F\omega}\,\frac{\gamma_q^{dd}}{4\pi\omega}
=\frac{\gamma_q^{dd}}{2\pi N_F\,\omega^2}.
\label{allen}
\end{equation}
This is Allen's formula, with $C=1/2\pi$ for a full width and a one-spin density of states. The form $\lambda_q=\gamma_q/(\pi N_F\omega^2)$ states the same law in either of two other conventions: $\gamma_q$ is the half width, or $N_F$ counts both spins. Making both changes at once would be wrong by a factor of two.

No band shape has entered so far. If $g$ depends on $k$, $g^2$ moves inside the average (\ref{S}) and (\ref{allen}) is unchanged. The formula is thus an identity between two double-delta quantities. Whether it holds for the actual linewidth depends on whether $\gamma_q=\gamma_q^{dd}$.

\subsection{Double-delta quantities for a parabolic band}

Take $\varepsilon_k=k^2/2$, so that $v_F=k_F$ and $E_F=k_F^2/2$, and let the sphere of radius $2k_F$ fit inside the zone. With cell volume $V_0$, the average $\langle\cdots\rangle_k$ becomes $V_0\int d^3k/(2\pi)^3$. The density of states is
\begin{equation}
N_F=\frac{V_0}{8\pi^3}\int_0^\infty 4\pi k^2\,\delta\!\Big(\frac{k^2}{2}-E_F\Big)dk=\frac{V_0k_F}{2\pi^2},
\label{NF}
\end{equation}
since the delta function contributes $1/k_F$.

For pair sums, split $k$ into $k_\parallel$ along $q$ and $k_\perp$ across it, and set $s=k_\perp^2/2$. Then $d^3k=2\pi k_\perp dk_\perp dk_\parallel=2\pi\,ds\,dk_\parallel$, and
\begin{equation}
\varepsilon_k=s+\tfrac12k_\parallel^2,\qquad
\varepsilon_{k+q}-\varepsilon_k=qk_\parallel+\tfrac12q^2 .
\label{cyl}
\end{equation}
In $S_q$ the energy difference must vanish, so $k_\parallel=-q/2$, with weight $1/q$. The other delta function sets $s=E_F-q^2/8$, which is positive for $q<2k_F$. Therefore
\begin{equation}
S_q=\frac{V_0}{4\pi^2q}\quad(q<2k_F),\qquad S_q=0\quad(q>2k_F).
\label{Spar}
\end{equation}
Equations (\ref{gdd}), (\ref{ldd}) and (\ref{NF}) now give, for $q<2k_F$,
\begin{equation}
\gamma_q^{dd}=\frac{\omega g^2V_0}{\pi q},\qquad
\lambda_q^{dd}=\frac{2g^2}{\omega}\,\frac{2\pi^2}{V_0k_F}\,\frac{V_0}{4\pi^2q}=\frac{g^2}{\omega v_Fq}.
\label{ddpar}
\end{equation}
Both diverge as $q\to0$: two Fermi surfaces displaced by a small $q$ nearly coincide.

\subsection{The width without replacements}

Return to (\ref{golden}). By (\ref{cyl}), energy conservation now requires
\begin{equation}
k_\parallel=\frac{\omega}{q}-\frac q2,\qquad
\varepsilon_{\min}=\frac12\Big(\frac{\omega}{q}-\frac q2\Big)^2 ,
\label{emin}
\end{equation}
where $\varepsilon_{\min}$ is the least energy an electron can have if it is to absorb the phonon. The weight is again $1/q$. With $\varepsilon=s+\varepsilon_{\min}$ as the variable, the width relative to its double-delta value is
\begin{equation}
R=\frac{\gamma_q}{\gamma_q^{dd}}=\frac1\omega\int_{\varepsilon_{\min}}^\infty d\varepsilon\,[f(\varepsilon)-f(\varepsilon+\omega)].
\label{R}
\end{equation}
Comparison with (\ref{area}) shows what can go wrong: the lower limit may cut off part or all of the window.

At $T=0$ the bracket is one for $E_F-\omega<\varepsilon<E_F$ and zero elsewhere. For $\omega<E_F$ this gives
\begin{equation}
R=\frac1\omega\min\big[\omega,\,\max(0,\,E_F-\varepsilon_{\min})\big].
\label{R0}
\end{equation}

\emph{Lower edge.} At small $q$, where $k_\parallel>0$, the width vanishes when $\omega/q-q/2\ge k_F$. Multiplying by $2q$, the limiting case is $q^2+2k_Fq-2\omega=0$, whose positive root is
\begin{equation}
q_-=\sqrt{k_F^2+2\omega}-k_F .
\label{qm}
\end{equation}

\emph{Upper edge.} The whole window takes part when $\varepsilon_{\min}+\omega\le E_F$. Since $(\omega/q-q/2)^2+2\omega=(\omega/q+q/2)^2$, this means $\omega/q+q/2\le k_F$, or $q^2-2k_Fq+2\omega\le0$. It holds between the two roots, and the smaller one is
\begin{equation}
q_+=k_F-\sqrt{k_F^2-2\omega}.
\label{qp}
\end{equation}
Expanding the square roots for $\omega\ll E_F$,
\begin{equation}
q_\mp\simeq\frac{\omega}{v_F}\Big(1\mp\frac{\omega}{4E_F}\Big).
\end{equation}
Both edges lie close to $q_0=\omega/v_F$. Below $q_-$ the golden-rule width is zero while $\gamma_q^{dd}$ grows as $1/q$. From $q_+$ up to $k_F+\sqrt{k_F^2-2\omega}$, just below $2k_F$, the two widths agree in this model.

At $q_0$ itself $k_\parallel=k_F-q_0/2$, so $E_F-\varepsilon_{\min}=k_Fq_0/2-q_0^2/8=\omega/2-q_0^2/8$, and
\begin{equation}
R(q_0)=\frac12-\frac{q_0^2}{8\omega}=\frac12-\frac{\omega}{16E_F}.
\label{half}
\end{equation}

The physical reason is a matching of speeds. The largest energy an electron can take up with momentum $q$ is $v_Fq+q^2/2$, for an electron at the Fermi surface moving along $q$. If this is less than $\omega$, no pair can absorb the phonon. Equivalently, the phase velocity $\omega/q$ exceeds the speed of every electron, apart from the recoil term $q/2$.

\subsection{Which replacement is at fault}

Make replacement (a) alone and keep $\omega$ in energy conservation. The window in (\ref{R}) becomes $\omega\,\delta(\varepsilon-E_F)$, and
\begin{equation}
R_a=\int_{\varepsilon_{\min}}^\infty d\varepsilon\,\delta(\varepsilon-E_F)=
\begin{cases}1,&\varepsilon_{\min}<E_F,\\0,&\varepsilon_{\min}>E_F.\end{cases}
\label{Ra}
\end{equation}
The threshold survives, at the same $q_-$. The ramp between $q_-$ and $q_+$ is turned into a step, so that (a) gives one at $q_0$ where (\ref{half}) gives about one half. This error is confined to a narrow interval, and a second one of the same kind occurs around $2k_F$. The loss of the threshold comes from (b). The pair energies $\varepsilon_{k+q}-\varepsilon_k$ of electrons on the Fermi surface run from $-v_Fq+q^2/2$ to $v_Fq+q^2/2$. Dropping $\omega$ is harmless when $\omega\ll v_Fq$ and $q$ is not close to $2k_F$, for then zero and $\omega$ both lie well inside this range. It cannot be justified when $\omega$ lies outside the range.

\subsection{Temperature, the edge at $2k_F$, and acoustic modes}

\emph{Temperature.} Hold the chemical potential at $E_F$, which is accurate for $T\ll E_F$. Since $\int_a^\infty f\,d\varepsilon=T\ln[1+e^{(E_F-a)/T}]$, equation (\ref{R}) gives
\begin{equation}
R=\frac T\omega\,\ln\frac{1+e^{(E_F-\varepsilon_{\min})/T}}{1+e^{(E_F-\varepsilon_{\min}-\omega)/T}} .
\label{RT}
\end{equation}
Well below threshold both exponentials are small, $\ln(1+x)\simeq x$, and
\begin{equation}
R\simeq\frac T\omega\,(1-e^{-\omega/T})\,e^{-(\varepsilon_{\min}-E_F)/T}.
\end{equation}
Hot electrons fast enough to follow the wave are exponentially rare. For $q=q_0(1-\eta)$ with small $\eta$, the leading term $\varepsilon_{\min}\simeq\omega^2/2q^2=E_F(q_0/q)^2$ rises by $2E_F\eta$. Heat therefore smears the threshold over a relative range $\eta\sim T/2E_F$ in $q$, and not over $T/\omega$.

\emph{The edge at $2k_F$.} At $q=2k_F$, (\ref{emin}) gives $\varepsilon_{\min}=\frac12(k_F-\omega/2k_F)^2=E_F-\omega/2+\omega^2/8k_F^2$. Thus $R$ again equals $\frac12-\omega/16E_F$, taken relative to the value of $\gamma^{dd}_q$ just inside $2k_F$. The true width reaches zero at $q=k_F+\sqrt{k_F^2+2\omega}$, whereas the double delta stops abruptly at $2k_F$.

\emph{Acoustic modes.} For $\omega=cq$ the condition for a full window, $\omega/q+q/2\le k_F$, reads $q\le2(k_F-c)$. If the sound speed $c$ is below $v_F$, there is no failure at small $q$ at $T=0$. The forbidden region at small $q$ concerns modes whose phase velocity $\omega/q$ exceeds $v_F$. Optical phonons near $\Gamma$ are the usual case; an acoustic mode with $c>v_F$ would be another.

\subsection{No linewidth does not mean no coupling}

If the true width is put into (\ref{allen}) below threshold, the result is $\lambda_q=0$. This is not the effect of the mode on the electrons, because an electron can emit and reabsorb a phonon virtually. With $E$ and $\xi'=\varepsilon_{k+q}-E_F$ measured from the Fermi level, the second-order self-energy at $T=0$ from one $q$ is
\begin{equation}
\Sigma_q(E)=g^2\Big[\frac{1-f'}{E-\xi'-\omega}+\frac{f'}{E-\xi'+\omega}\Big].
\end{equation}
At $E=0$ its negative slope is $g^2/(\xi'+\omega)^2$ for an empty state, $\xi'>0$, and $g^2/(\omega-\xi')^2$ for a filled one, $\xi'<0$. Both are $g^2/(|\xi'|+\omega)^2$. Averaging over $k$ on the Fermi surface defines the energy slope, which measures the loss of quasiparticle weight,
\begin{equation}
\lambda_q^{Z}=g^2\Big\langle\frac{1}{(|\xi'|+\omega)^2}\Big\rangle_{FS}.
\end{equation}
On the sphere $\xi'=v_Fq\cos\theta+q^2/2$ is uniformly distributed, since $\cos\theta$ is. It runs from $-b$ to $t$, with $t=v_Fq+q^2/2$ and $b=v_Fq-q^2/2$, an interval of length $2v_Fq$. For $q<2k_F$ it contains zero. Using $\int_0^t dx/(x+\omega)^2=1/\omega-1/(\omega+t)$ and the same for $b$,
\begin{equation}
\lambda_q^{Z}=\frac{g^2}{2v_Fq}\Big[\frac2\omega-\frac1{\omega+t}-\frac1{\omega+b}\Big]
\simeq\frac{g^2}{\omega(\omega+v_Fq)} ,
\label{mass}
\end{equation}
where the last form neglects $q^2/2$ beside $v_Fq$. When $t$ and $b$ are both much larger than $\omega$, $\lambda_q^{Z}$ tends to $\lambda_q^{dd}$ of (\ref{ddpar}). For $q\to0$ it tends to the finite value $g^2/\omega^2$.

The energy slope alone is not the mass enhancement, because the self-energy also depends on the wavevector of the electron. Let $\xi=\varepsilon_k-E_F$ and average $\Sigma_q$ over the directions of $q$ at fixed length. For $q\ll k_F$, $\xi'$ then runs from $\xi-b$ to $\xi+t$, so a change of $\xi$ only moves the two end points. At $E=\xi=0$ this gives
\begin{equation}
-\frac{\partial\Sigma_q}{\partial\xi}=\frac{g^2}{2v_Fq}\Big[\frac1{\omega+t}+\frac1{\omega+b}\Big].
\end{equation}
From $E=\xi+\Sigma$, the Fermi velocity falls, to order $g^2$, by the sum of this slope and $\lambda_q^{Z}$. The end-point terms cancel in the sum, which leaves $g^2/(\omega v_Fq)=\lambda_q^{dd}$. For $q\ll k_F$ the double-delta coupling therefore gives the mass enhancement at the Fermi surface to this order, even below threshold, where the linewidth is zero. This is a $T=0$ slope, and it holds only for $|\xi|<v_Fq$, while the interval still contains the Fermi level. Below threshold that window is smaller than $\omega$, and heat washes it out: for $v_Fq\ll T,\omega$ the fall of the velocity at $\xi=0$ is about $g^2/(2T\omega)$. With the numbers of the worked example at 300 K it is about 5 at $0.5\,q_0$, not 18.

\subsection{Consequence for the zone sum}

The sum of (\ref{ddpar}) over the zone is
\begin{equation}
\lambda=\frac{V_0}{8\pi^3}\int_0^{2k_F}4\pi q^2\,\frac{g^2}{\omega v_Fq}\,dq
=\frac{V_0g^2}{2\pi^2\omega k_F}\,\frac{(2k_F)^2}{2}=\frac{2N_Fg^2}{\omega}.
\label{total}
\end{equation}
The integrand grows as $q$, so the share from $q<q_0$ is
\begin{equation}
\Big(\frac{q_0}{2k_F}\Big)^2=\Big(\frac{\omega}{4E_F}\Big)^2 .
\label{share}
\end{equation}
The $1/q$ divergence is integrable, and the region without a linewidth carries little of the double-delta sum. This share does not measure the whole difference between $\lambda_q^{dd}$ and $\lambda_q^{Z}$, which persists above $q_0$.

On a finite mesh the point $q=0$ still needs care. If each delta function is replaced by a Gaussian of standard deviation $\sigma\ll E_F$, then $S_0=N_F\int\delta_\sigma^2\,d\varepsilon=N_F/(2\sqrt\pi\,\sigma)$, and (\ref{ldd}) gives $\lambda_0=g^2/(\sqrt\pi\,\sigma\omega)$, a number set by the broadening. For the zone sum it can be replaced by the mean of (\ref{ddpar}) over a sphere of radius $q_c$ with the volume of one mesh cell. The mean of $1/q$ is $(q_c^2/2)/(q_c^3/3)=3/(2q_c)$, which gives $3g^2/(2\omega v_Fq_c)$.

\subsection{Worked example}

Take a simple cubic cell with edge 6 bohr, so $V_0=216$ bohr$^3$, and $k_F=0.25$ bohr$^{-1}$. The zone boundary at $0.5236$ bohr$^{-1}$ lies outside $2k_F$. Let $\omega=0.001$ Ha (27.2 meV) and $g=0.003$ Ha. Then $E_F=0.03125$ Ha, $N_F=216\times0.25/2\pi^2=2.736$ per Ha, cell and spin, and $q_0=0.001/0.25=0.004$ bohr$^{-1}$. Equations (\ref{qm}) and (\ref{qp}) give $q_-=0.003969$ and $q_+=0.004033$ bohr$^{-1}$.

At $q=0.1$ bohr$^{-1}$, far above threshold,
\begin{equation*}
\gamma_q^{dd}=\frac{0.001\times(0.003)^2\times216}{\pi\times0.1}=6.19\times10^{-6}\ \text{Ha}\quad(0.168\ \text{meV}),
\end{equation*}
\begin{equation*}
\lambda_q^{dd}=\frac{6.19\times10^{-6}}{2\pi\times2.736\times(0.001)^2}=0.360 .
\end{equation*}
The table compares widths at $T=0$, in $10^{-6}$ Ha, and three couplings; $\lambda^\gamma$ is (\ref{allen}) with the true width inserted, and $\lambda^Z$ is the energy slope (\ref{mass}).

\begin{center}
\begin{tabular}{cccccc}
$q/q_0$ & $\gamma^{dd}$ & $\gamma$ & $\lambda^{dd}$ & $\lambda^{\gamma}$ & $\lambda^{Z}$\\
0.5 & 309 & 0 & 18.0 & 0 & 6.00\\
0.9 & 172 & 0 & 10.0 & 0 & 4.74\\
1.0 & 155 & 77.0 & 9.00 & 4.48 & 4.50\\
1.1 & 141 & 141 & 8.18 & 8.18 & 4.29\\
2.0 & 77.3 & 77.3 & 4.50 & 4.50 & 3.00\\
25 & 6.19 & 6.19 & 0.360 & 0.360 & 0.346
\end{tabular}
\end{center}

The near agreement of $\lambda^\gamma$ and $\lambda^Z$ at $q_0$ is a crossing: each is about half of $\lambda^{dd}$ there, by (\ref{half}) and (\ref{mass}), and they part on either side. At $2q_0$ the width is already the double-delta one, but the energy slope is a third smaller than $\lambda^{dd}$, since $v_Fq/(v_Fq+\omega)=2/3$. At 300 K, $T/2E_F=0.015$, and (\ref{RT}) gives $R=4.7\times10^{-4}$ at $0.9\,q_0$ ($4.5\times10^{-4}$ if the electron density is held fixed instead of the chemical potential): the threshold remains sharp although $T$ is nearly equal to $\omega$.

The absence of decay can be seen without the golden rule. Couple one phonon to its electron--hole pairs, keep the terms that exchange the phonon for a pair, and diagonalize the resulting matrix, with pairs grouped into 600 levels by $k_\parallel$. At $q=0.5\,q_0$ the highest pair energy is $0.000502$ Ha, about half of $\omega$. In this truncated model the phonon persists as a discrete level at $0.001009$ Ha with weight $0.986$, pushed slightly upward by the pairs below it. The terms left out change the size of this small shift. Over a time $5/\gamma^{dd}$, sampled at 400 instants, its survival probability stays above $0.94$; the double delta predicts $e^{-5}=0.007$ at the end.

Near $q_0$ the widths in the table are golden-rule rates and not line shapes. At fixed $q$ the rate switches off as $\omega$ rises from $v_Fq-q^2/2$ to $v_Fq+q^2/2$, an interval $q_0^2=1.6\times10^{-5}$ Ha. This is narrower than the width $7.7\times10^{-5}$ Ha itself, so the rate changes within the line and the line is not Lorentzian. In the pair model most of the phonon's weight at $q_0$ stays in a discrete level just above the pairs, so the tabulated $77.0$ is not the width of the main line there. Nor should the entry $141$ at $1.1\,q_0$ be read as a line width: the pair energies end only about $1.1\times10^{-4}$ Ha above $\omega$, which is less than the tabulated width.

The zone sum (\ref{total}) is $\lambda=2\times2.736\times(0.003)^2/0.001=0.0492$, and the share (\ref{share}) from $q<q_0$ is $6.4\times10^{-5}$. A value $\lambda_q^{dd}=18$ at one small $q$ is thus compatible with weak total coupling.

These results belong to one clean, three-dimensional parabolic band with constant $g$. The threshold is general, but the plateau $R=1$ above it is not: for a two-dimensional parabolic band with the same $k_F$ and $\omega$, $R$ is about $7.9$ at $q_0$, $2.4$ at $1.1\,q_0$ and $1.15$ at $2q_0$. A $g$ independent of $k$ acts on the band like a potential, which a charged gas screens strongly: for the example the random-phase $|\epsilon(q,\omega)|$ is of order $10^4$ near $q_0$ and about 30 at $25\,q_0$. The constant $g$ must therefore be read as an already screened matrix element, and keeping it constant down to $q_0$ is a choice of the model. Interband pairs can absorb an optical phonon at $q=0$, disorder relaxes momentum conservation, and screening can change $g$ at small $q$; each must be examined before a vanishing width is expected in a given metal.

Numbers in the example were calculated in double precision.
